# Singlet-triplet mixing by the antisymmetric Breit spin-orbit term: test program

```python
"""
Result under test: for two Dirac particles (masses m1, m2, charge product -Z)
the Breit spin-orbit energy is
    (Z alpha^2 / r^3) (A1 L.s1 + A2 L.s2),  A1 = 1/(2 m1^2) + 1/(m1 m2),
                                            A2 = 1/(2 m2^2) + 1/(m1 m2).
Its part a_minus L.(s1-s2), a_minus = (1/m1^2 - 1/m2^2)/4, mixes only the
singlet and triplet with J = L and the same L.  The mixing angle obeys
    tan(2 theta) = 2 delta sqrt(L(L+1)),  delta = (m2-m1)/(m2+m1).
For a particle-antiparticle pair charge conjugation C forbids the term.
mu: reduced mass; K = Z alpha^2 <r^-3>; Hartree atomic units.
"""
import numpy as np
from math import factorial, pi, sqrt, atan, cos, degrees
from scipy import constants
from scipy.integrate import quad
from scipy.special import lpmv, eval_genlaguerre

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one2 = np.eye(2)


def so_coefficients(m1, m2):
    return 0.5 / m1**2 + 1 / (m1 * m2), 0.5 / m2**2 + 1 / (m1 * m2)


# ---- Dirac one-photon exchange, computed from full spinors (c = 1) ----
def spinor_matrix(mass, k):
    energy = sqrt(mass**2 + k @ k)
    lower = np.einsum('i,ijk->jk', k, pauli) / (energy + mass)
    return sqrt((energy + mass) / (2 * energy)) * np.vstack([one2, lower])


def current(mass, k_in, k_out):
    w_in, w_out = spinor_matrix(mass, k_in), spinor_matrix(mass, k_out)
    alphas = [np.kron(pauli[0], s) for s in pauli]
    rho = w_out.conj().T @ w_in
    return rho, np.array([w_out.conj().T @ a @ w_in for a in alphas])


def exchange_amplitude(m1, m2, p, p_out):
    """Amplitude divided by 4 pi q1 q2 / q^2, as a matrix in both spins."""
    rho1, j1 = current(m1, p, p_out)
    rho2, j2 = current(m2, -p, -p_out)
    q = p_out - p
    for j in (j1, j2):
        assert np.abs(np.einsum('i,ijk->jk', q, j)).max() < 1e-13
    return np.kron(rho1, rho2) - sum(np.kron(a, b) for a, b in zip(j1, j2))


def extracted_so(m1, m2, p, p_out):
    amp = exchange_amplitude(m1, m2, p, p_out)
    normal = np.cross(p_out, p)
    size = np.linalg.norm(normal)
    sn = np.einsum('i,ijk->jk', normal / size, pauli)
    c1 = np.trace(amp @ np.kron(sn, one2)).imag / (4 * size)
    c2 = np.trace(amp @ np.kron(one2, sn)).imag / (4 * size)
    return 2 * c1, 2 * c2


dir_in = np.array([1.0, 2.0, 2.0]) / 3
dir_out = np.array([2.0, -1.0, 2.0]) / 3
p_small = 1e-3
test_m1, test_m2 = 1.0, 3.0
dirac_A = extracted_so(test_m1, test_m2, p_small * dir_in, p_small * dir_out)
breit_A = so_coefficients(test_m1, test_m2)
assert np.allclose(dirac_A, breit_A, rtol=1e-5)

amp = exchange_amplitude(test_m1, test_m2, p_small * dir_in, p_small * dir_out)
q = p_small * (dir_out - dir_in)
spin_spin = np.array([[np.trace(amp @ np.kron(a, b)) / 4 for b in pauli]
                      for a in pauli])
expected = -((q @ q) * np.eye(3) - np.outer(q, q)) / (4 * test_m1 * test_m2)
assert np.abs(spin_spin - expected).max() < 1e-5 * np.abs(expected).max()

# equal masses: no antisymmetric term even at relativistic momentum
fast_equal = extracted_so(1.0, 1.0, 0.7 * dir_in, 0.7 * dir_out)
fast_unequal = extracted_so(1.0, 3.0, 0.7 * dir_in, 0.7 * dir_out)
assert abs(fast_equal[0] - fast_equal[1]) < 1e-12
assert abs(fast_unequal[0] - fast_unequal[1]) > 1e-2


# ---- Fourier transform of 4 pi/q^2 and its derivatives ----
def coulomb_from_fourier(r, damping=0.01, q_max=70.0, points=20000):
    step = q_max / points
    qs = (np.arange(points) + 0.5) * step
    return 2 / pi * step * np.sum(np.sinc(qs * r / pi) * np.exp(-damping * qs**2))


r0, h = 1.3, 1e-3
v_m, v_0, v_p = [coulomb_from_fourier(r0 + s * h) for s in (-1, 0, 1)]
slope, curvature = (v_p - v_m) / (2 * h), (v_p - 2 * v_0 + v_m) / h**2
assert abs(slope * r0**2 + 1) < 1e-5
assert abs((curvature - slope / r0) * r0**3 / 3 - 1) < 1e-5


# ---- explicit orbital and spin matrices at fixed L ----
def orbital_matrices(L):
    m = np.arange(L, -L - 1, -1)
    up = np.diag(np.sqrt(L * (L + 1) - m[1:] * (m[1:] + 1.0)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m).astype(complex)]


def direction_products(L):
    """Matrices of n_i n_j between spherical harmonics, by quadrature."""
    x, wx = np.polynomial.legendre.leggauss(12)
    phi = 2 * pi * np.arange(24) / 24
    X, P = np.meshgrid(x, phi, indexing='ij')
    weight = np.outer(wx, np.full(24, 2 * pi / 24))
    harmonics = []
    for m in range(L, -L - 1, -1):
        k = abs(m)
        norm = sqrt((2 * L + 1) / (4 * pi) * factorial(L - k) / factorial(L + k))
        y = norm * lpmv(k, L, X) * np.exp(1j * k * P)
        harmonics.append(y if m >= 0 else (-1)**k * y.conj())
    Y = np.array(harmonics)
    st = np.sqrt(1 - X**2)
    n = np.array([st * np.cos(P), st * np.sin(P), X])
    return np.einsum('axy,ixy,jxy,bxy,xy->ijab', Y.conj(), n, n, Y, weight)


def build_operators(L):
    dim = 2 * L + 1
    orb = [np.kron(l, np.eye(4)) for l in orbital_matrices(L)]
    spin1 = [np.kron(s, one2) / 2 for s in pauli]
    spin2 = [np.kron(one2, s) / 2 for s in pauli]
    s1 = [np.kron(np.eye(dim), s) for s in spin1]
    s2 = [np.kron(np.eye(dim), s) for s in spin2]
    dot = lambda a, b: sum(u @ v for u, v in zip(a, b))
    nn = direction_products(L)
    tensor = -dot(s1, s2)
    for i in range(3):
        for j in range(3):
            tensor = tensor + 3 * np.kron(nn[i, j], spin1[i] @ spin2[j])
    total = [a + b + c for a, b, c in zip(orb, s1, s2)]
    swap = np.eye(4)[[0, 2, 1, 3]]
    singlet = np.zeros(4 * dim, dtype=complex)
    singlet[1], singlet[2] = 1 / sqrt(2), -1 / sqrt(2)
    return dict(Ls1=dot(orb, s1), Ls2=dot(orb, s2), ss=dot(s1, s2),
                tensor=tensor, J2=dot(total, total), singlet=singlet,
                C=-(-1)**L * np.kron(np.eye(dim), swap))


ops = {L: build_operators(L) for L in (1, 2, 3)}


def spin_hamiltonian(L, m1, m2):
    A1, A2 = so_coefficients(m1, m2)
    o = ops[L]
    return A1 * o['Ls1'] + A2 * o['Ls2'] + o['tensor'] / (m1 * m2)


def mixing_block(L, m1, m2):
    """Energy matrix / K in the basis (singlet, triplet) with J = L."""
    o = ops[L]
    triplet = (o['Ls1'] - o['Ls2']) @ o['singlet']
    basis = np.column_stack([o['singlet'], triplet / np.linalg.norm(triplet)])
    H = spin_hamiltonian(L, m1, m2)
    block = basis.conj().T @ H @ basis
    assert np.abs(H @ basis - basis @ block).max() < 1e-11   # closed block
    assert np.abs(block.imag).max() < 1e-12
    return block.real


def closed_form(L, m1, m2):
    mu, delta = m1 * m2 / (m1 + m2), (m2 - m1) / (m2 + m1)
    lam = sqrt(L * (L + 1))
    root = sqrt(1 + 4 * delta**2 * lam**2)
    theta = atan(2 * delta * lam) / 2
    matrix = np.array([[0, delta * lam], [delta * lam, -1]]) / (4 * mu**2)
    return matrix, theta, root / (4 * mu**2)


element = {}
for L, o in ops.items():
    eye = np.eye(4 * (2 * L + 1))
    P0 = eye / 4 - o['ss']
    P1 = eye - P0
    D = o['Ls1'] - o['Ls2']
    LS = o['Ls1'] + o['Ls2']
    # couples singlet only to triplet, with J = L and strength sqrt(L(L+1))
    assert np.abs(P0 @ D @ P0).max() < 1e-12
    assert np.abs(P1 @ D @ P1).max() < 1e-12
    assert np.abs(P0 @ D @ D @ P0 - L * (L + 1) * P0).max() < 1e-11
    assert np.abs((o['J2'] - L * (L + 1) * eye) @ D @ P0).max() < 1e-11
    for conserving in (LS, o['tensor'], o['ss']):
        assert np.abs(P1 @ conserving @ P0).max() < 1e-12
    element[L] = np.linalg.norm(D @ o['singlet'])
    triplet = D @ o['singlet'] / element[L]
    assert np.abs(LS @ triplet + triplet).max() < 1e-11
    assert np.abs(o['tensor'] @ triplet - triplet / 2).max() < 1e-11
    # charge conjugation
    C = o['C']
    assert np.abs(C - (-1)**L * (P0 - P1)).max() < 1e-12
    assert np.abs(C @ D @ C + D).max() < 1e-12
    H_equal, H_unequal = spin_hamiltonian(L, 1, 1), spin_hamiltonian(L, 1, 3)
    assert np.abs(C @ H_equal @ C - H_equal).max() < 1e-12
    assert np.abs(C @ H_unequal @ C - H_unequal).max() > 0.1
    for m2 in (1.0, 1.5, 10.0, 200.0, 1e7):
        block = mixing_block(L, 1.0, m2)
        matrix, theta, splitting = closed_form(L, 1.0, m2)
        e, v = np.linalg.eigh(block)
        assert np.abs(block - matrix).max() < 1e-11
        assert abs(e[1] - e[0] - splitting) < 1e-11
        assert abs(v[0, 1]**2 - cos(theta)**2) < 1e-11
    assert abs(v[0, 1]**2 - (L + 1) / (2 * L + 1)) < 1e-6   # jj limit


# ---- sign of C on a pair, from anticommuting operators ----
def creator(mode, modes=8):
    result = np.eye(1)
    for k in range(modes):
        factor = (np.diag([1.0, -1.0]) if k < mode else
                  np.array([[0.0, 0.0], [1.0, 0.0]]) if k == mode else np.eye(2))
        result = np.kron(result, factor)
    return result


create = [creator(k) for k in range(8)]
electron, positron = create[:4], create[4:]    # 2 orbitals x 2 spins each
vacuum = np.eye(256)[0]
pair = np.array([[electron[a] @ (positron[b] @ vacuum) for b in range(4)]
                 for a in range(4)])
conjugated = np.array([[positron[a] @ (electron[b] @ vacuum) for b in range(4)]
                       for a in range(4)])
assert np.abs(conjugated + pair.transpose(1, 0, 2)).max() < 1e-14


# ---- radial average ----
def inverse_cube(n, L, zeta):
    def density(r):
        R = (r**L * np.exp(-zeta * r / n)
             * eval_genlaguerre(n - L - 1, 2 * L + 1, 2 * zeta * r / n))
        return R * R
    top = 60 * n / zeta
    norm = quad(lambda r: density(r) * r**2, 0, top, limit=300, epsabs=0)[0]
    return quad(lambda r: density(r) / r, 0, top, limit=300, epsabs=0)[0] / norm


for n, L, zeta in ((2, 1, 0.5), (3, 1, 1.0), (3, 2, 1.7), (4, 3, 1.0)):
    formula = zeta**3 / (n**3 * L * (L + 0.5) * (L + 1))
    assert abs(inverse_cube(n, L, zeta) / formula - 1) < 1e-7

# ---- worked example: n = 2, L = 1, J = 1 ----
alpha = constants.fine_structure
to_MHz = constants.physical_constants['hartree-hertz relationship'][0] / 1e6
muon = constants.physical_constants['muon-electron mass ratio'][0]


def levels(m2):
    mu = m2 / (1 + m2)
    r3 = inverse_cube(2, 1, mu)
    K = alpha**2 * r3
    block = K * mixing_block(1, 1.0, m2)
    e, v = np.linalg.eigh(block)
    return mu, r3, K, block, e, v[0, 1]**2


print(f"Dirac amplitude, m1=1, m2=3: A1 = {dirac_A[0]:.6f}, A2 = {dirac_A[1]:.6f}")
print(f"Breit formula,   m1=1, m2=3: A1 = {breit_A[0]:.6f}, A2 = {breit_A[1]:.6f}")
print(f"A1-A2 at p=0.7: equal masses {abs(fast_equal[0]-fast_equal[1]):.1e}, "
      f"m2=3 {fast_unequal[0]-fast_unequal[1]:.4f}")
for L in element:
    print(f"L={L}: |<3L_L| L.(s1-s2) |1L_L>| = {element[L]:.6f}")
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"1 hartree / h = {to_MHz:.6e} MHz")
for name, m2 in (("muonium", muon), ("positronium", 1.0)):
    mu, r3, K, block, e, weight = levels(m2)
    A1, A2 = so_coefficients(1.0, m2)
    _, theta, split = closed_form(1, 1.0, m2)
    assert abs((e[1] - e[0]) / (K * split) - 1) < 1e-9
    print(f"--- {name}, n=2, L=1, J=1 ---")
    print(f"m2 = {m2:.6f} m_e, reduced mass mu = {mu:.8f} m_e")
    print(f"delta = {(m2-1)/(m2+1):.8f}")
    print(f"A1 = {A1:.8f}, A2 = {A2:.8f} (1/m_e^2)")
    print(f"a_plus = {(A1+A2)/2:.8f}, a_minus = {(A1-A2)/2:.8f} (1/m_e^2)")
    print(f"tensor coefficient 1/(m1 m2) = {1/m2:.8f} (1/m_e^2)")
    print(f"<r^-3> = {r3:.8f} bohr^-3, K = {K:.6e} (atomic units)")
    print(f"singlet diagonal = {abs(block[0,0]):.1e} hartree (rounding)")
    print(f"triplet diagonal = {block[1,1]:.6e} hartree")
    print(f"off-diagonal magnitude = {abs(block[0,1]):.6e} hartree")
    print(f"upper level = {e[1]:.6e} hartree")
    print(f"lower level = {e[0]:.6e} hartree")
    print(f"mixing angle theta = {degrees(theta):.4f} degrees")
    print(f"upper level: singlet {weight:.6f}, triplet {1-weight:.6f}")
    print(f"splitting = {e[1]-e[0]:.6e} hartree = {(e[1]-e[0])*to_MHz:.2f} MHz")
    print(f"splitting if a_minus were 0 = {abs(block[1,1]):.6e} hartree")
print("--- scan, n=2, L=1, J=1, m1 = m_e ---")
for ratio in (1.0, 1.1, 2.0, 10.0, 100.0, 1e6):
    e, weight = levels(ratio)[4:]
    angle = degrees(closed_form(1, 1.0, ratio)[1])
    print(f"m2/m1={ratio:g}: theta={angle:.4f} deg, singlet weight={weight:.6f}, "
          f"split={e[1]-e[0]:.5e} hartree")
print("success")
```

Printed output:

```
Dirac amplitude, m1=1, m2=3: A1 = 0.833333, A2 = 0.388889
Breit formula,   m1=1, m2=3: A1 = 0.833333, A2 = 0.388889
A1-A2 at p=0.7: equal masses 2.2e-16, m2=3 0.3155
L=1: |<3L_L| L.(s1-s2) |1L_L>| = 1.414214
L=2: |<3L_L| L.(s1-s2) |1L_L>| = 2.449490
L=3: |<3L_L| L.(s1-s2) |1L_L>| = 3.464102
fine-structure constant alpha = 0.007297353
1 hartree / h = 6.579684e+09 MHz
--- muonium, n=2, L=1, J=1 ---
m2 = 206.768283 m_e, reduced mass mu = 0.99518695 m_e
delta = 0.99037389
A1 = 0.50483633, A2 = 0.00484803 (1/m_e^2)
a_plus = 0.25484218, a_minus = 0.24999415 (1/m_e^2)
tensor coefficient 1/(m1 m2) = 0.00483633 (1/m_e^2)
<r^-3> = 0.04106793 bohr^-3, K = 2.186923e-06 (atomic units)
singlet diagonal = 5.5e-23 hartree (rounding)
triplet diagonal = -5.520318e-07 hartree
off-diagonal magnitude = 7.731758e-07 hartree
upper level = 5.449504e-07 hartree
lower level = -1.096982e-06 hartree
mixing angle theta = 35.1770 degrees
upper level: singlet 0.668104, triplet 0.331896
splitting = 1.641933e-06 hartree = 10803.40 MHz
splitting if a_minus were 0 = 5.520318e-07 hartree
--- positronium, n=2, L=1, J=1 ---
m2 = 1.000000 m_e, reduced mass mu = 0.50000000 m_e
delta = 0.00000000
A1 = 1.50000000, A2 = 1.50000000 (1/m_e^2)
a_plus = 1.50000000, a_minus = 0.00000000 (1/m_e^2)
tensor coefficient 1/(m1 m2) = 1.00000000 (1/m_e^2)
<r^-3> = 0.00520833 bohr^-3, K = 2.773508e-07 (atomic units)
singlet diagonal = 5.8e-22 hartree (rounding)
triplet diagonal = -2.773508e-07 hartree
off-diagonal magnitude = 4.944017e-24 hartree
upper level = 5.837433e-22 hartree
lower level = -2.773508e-07 hartree
mixing angle theta = 0.0000 degrees
upper level: singlet 1.000000, triplet 0.000000
splitting = 2.773508e-07 hartree = 1824.88 MHz
splitting if a_minus were 0 = 2.773508e-07 hartree
--- scan, n=2, L=1, J=1, m1 = m_e ---
m2/m1=1: theta=0.0000 deg, singlet weight=1.000000, split=2.77351e-07 hartree
m2/m1=1.1: theta=3.8354 deg, singlet weight=0.995526, split=2.93182e-07 hartree
m2/m1=2: theta=21.6569 deg, singlet weight=0.863803, split=5.08243e-07 hartree
m2/m1=10: theta=33.3149 deg, singlet weight=0.698335, split=1.27127e-06 hartree
m2/m1=100: theta=35.0829 deg, singlet weight=0.669649, split=1.61866e-06 hartree
m2/m1=1e+06: theta=35.2644 deg, singlet weight=0.666667, split=1.66410e-06 hartree
success
```
